# Why the dispersion energy of two insulating sheets falls as D⁻⁴, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: adding up pairs of atoms

Take two identical flat honeycomb sheets facing each other, and let every atom of one attract every atom of the other with an energy proportional to the inverse sixth power of their distance. For the model sheet described below, an explicit sum over the atoms gives an interaction energy of $-3.491\times10^{-4}$ eV/Å² at a separation of 10 Å and $-2.182\times10^{-5}$ eV/Å² at 20 Å. Doubling the separation has divided the energy by 16. Two single atoms moved from 10 Å to 20 Å apart would have lost a factor of $2^6=64$. The sheets obey an inverse fourth power although no pair of atoms in them does.

### The model and its conventions

Let $D$ be the distance between the planes. Atom $i$ of the first sheet and atom $j$ of the second have the energy

$$
u_{ij}(r)=-\frac{C_{ij}}{r^6},\qquad C_{ij}=C_{ji}>0 ,
$$

where $r$ is their distance. The total energy is taken to be the sum of these pair energies, with coefficients that do not change with $D$. This is pair additivity. The same form is the leading long-range part of pairwise dispersion corrections in electronic-structure calculations. Pairs within one sheet contribute a constant and are left out, so the energy $E$ is zero at infinite separation. A negative $E$ means attraction, and the binding energy is $-E$.

The sheets are infinite sideways, and $E/A$ is the energy per area of the double layer. The area of one sheet is counted, not of both. Repulsion and the overlap of electron clouds are absent, so the result describes the long-range tail and not the binding energy at contact.

### One atom above a sheet

Begin with one species, with areal density $n$ and coefficient $C_6$. Place an atom of the first sheet at height $D$ above the second. If the second sheet is treated as a continuous layer, the ring between lateral radii $\rho$ and $\rho+d\rho$ holds $n\,2\pi\rho\,d\rho$ atoms, all at the distance $r=\sqrt{\rho^2+D^2}$. The energy of the atom is therefore

$$
\varepsilon(D)=-nC_6\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+D^2)^3}.
$$

At fixed $D$, differentiating $r^2=\rho^2+D^2$ gives $r\,dr=\rho\,d\rho$. The lower limit $\rho=0$ becomes $r=D$, and so

$$
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+D^2)^3}
=2\pi\int_D^\infty r^{-5}\,dr
=2\pi\left[-\frac{1}{4r^4}\right]_D^\infty
=\frac{\pi}{2D^4}.
$$

Thus $\varepsilon(D)=-\pi nC_6/(2D^4)$.

The exponent has a simple origin. The atoms that matter lie within a lateral distance of order $D$, and their number is of order $nD^2$. Each contributes an energy of order $C_6/D^6$. The growing number of partners restores two of the six powers.

The same substitution works for any pair power $p>2$:

$$
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+D^2)^{p/2}}
=2\pi\int_D^\infty r^{1-p}\,dr
=\frac{2\pi}{(p-2)D^{p-2}} .
$$

A further pair term $-C_8/r^8$ thus adds $-\pi n^2C_8/(3D^6)$ to the energy per area found next. Relative to the leading term this is $2C_8/(3C_6D^2)$, which vanishes at large separation.

### From one atom to energy per area

The first sheet has $n$ atoms per area, and each has the energy $\varepsilon(D)$. Hence

$$
\frac{E}{A}=n\,\varepsilon(D)=-\frac{\pi}{2}\,\frac{n^2C_6}{D^4}.
$$

No factor of one half is needed. Such a factor corrects double counting when both members of a pair run over the same set of atoms. Here the first member is always in one sheet and the second in the other, so each pair has been counted once.

With several species, let $A_c$ be the area of the unit cell. Species $i$ of the first sheet has density $1/A_c$ for each of its sites in the cell, and so has species $j$ of the second. Adding the contributions of all site pairs gives

$$
\boxed{\frac{E}{A}=-\frac{B}{D^4},\qquad
B=\frac{\pi}{2A_c^2}\sum_{ij}C_{ij}}
$$

where $i$ and $j$ each run over the atoms of one cell. The force per area is $-d(E/A)/dD=-4B/D^5$. Its negative sign means that it acts to reduce $D$.

The model sheet has lattice constant $a=3$ Å and two sites per cell, A and B, with $C_{AA}=60$, $C_{AB}=30$ and $C_{BB}=15$ eV Å⁶. These are round parameters and stand for no particular material. The cell area is $A_c=\sqrt3\,a^2/2=7.794$ Å². The mixed coefficient enters twice, once for each order of the species:

$$
\sum_{ij}C_{ij}=60+2\times30+15=135\ \text{eV Å}^6,
$$

$$
B=\frac{\pi}{2}\,\frac{135}{(7.794)^2}=3.491\ \text{eV Å}^2 .
$$

In atomic units $B$ is 0.458 hartree bohr². At 10 Å the law gives $-3.491/10^4=-3.491\times10^{-4}$ eV/Å², or $-5.59$ mJ/m². This agrees with the explicit sum quoted at the start.

### What the continuous layer leaves out

Replacing atoms by a smooth density needs a justification, and its error can be calculated. Let $\mathbf R$ be the lattice vectors, $\boldsymbol\tau$ the lateral offset between two sites, and $F(\boldsymbol\rho)=(\rho^2+D^2)^{-3}$. The sum $\sum_{\mathbf R}F(\mathbf R+\boldsymbol\tau)$ is periodic in $\boldsymbol\tau$, so it is a Fourier series over the reciprocal vectors $\mathbf G$. Its coefficients are

$$
\frac1{A_c}\int_{\rm cell}d^2\tau\,e^{-i\mathbf G\cdot\boldsymbol\tau}
\sum_{\mathbf R}F(\mathbf R+\boldsymbol\tau)
=\frac1{A_c}\int d^2\rho\,e^{-i\mathbf G\cdot\boldsymbol\rho}F(\boldsymbol\rho)
\equiv\frac{f(G)}{A_c}.
$$

The shifted cells fill the whole plane, and $e^{i\mathbf G\cdot\mathbf R}=1$, which gives the second form.

To find $f(G)$, write $s^{-3}=\frac12\int_0^\infty t^2e^{-st}dt$ with $s=\rho^2+D^2$. The lateral integral is then Gaussian,

$$
\int d^2\rho\,e^{-t\rho^2-i\mathbf G\cdot\boldsymbol\rho}
=\frac{\pi}{t}\,e^{-G^2/4t},
$$

and leaves

$$
f(G)=\frac{\pi}{2}\int_0^\infty t\,e^{-D^2t-G^2/4t}\,dt .
$$

For $G=0$ this is $\pi/(2D^4)$, the result for the continuous layer. For $G>0$ put $t=(G/2D)e^u$. Then $t\,dt=(G/2D)^2e^{2u}du$, and the two terms in the exponent combine to $-GD\cosh u$:

$$
f(G)=\frac{\pi G^2}{8D^2}\int_{-\infty}^{\infty}e^{2u-GD\cosh u}\,du
=\frac{\pi G^2}{4D^2}K_2(GD).
$$

Here $K_2(x)=\int_0^\infty\cosh(2u)\,e^{-x\cosh u}du$ is the modified Bessel function. For large $x$ small $u$ dominates, and $\cosh u\approx1+u^2/2$ gives $K_2(x)\approx\sqrt{\pi/2x}\,e^{-x}$. Therefore

$$
\frac{f(G)}{f(0)}=\frac{(GD)^2}{2}K_2(GD)\approx
\sqrt{\frac{\pi}{8}}\,(GD)^{3/2}e^{-GD}.
$$

The atomic structure is invisible at large $D$ because its trace decays exponentially, while the average attraction decays as a power.

In the example the shortest reciprocal vector has length $G=4\pi/(\sqrt3a)=2.418$ Å⁻¹. With like atoms on top of each other, the explicit sum exceeds the law by 2.3 percent at 3 Å, by 0.29 percent at 4 Å and by 0.004 percent at 6 Å.

The first six reciprocal vectors also explain how the energy depends on registry. Each $f(G)$ is multiplied by $C_{ij}\cos(\mathbf G\cdot\boldsymbol\tau)$, summed over the site pairs. For these six vectors the lateral step from A to B gives a cosine of $-1/2$. In the like-on-like stacking the sum, divided by 135, is $(60+15-30)/135=1/3$. Now shift one sheet by the A-to-B step. The AA and BB pairs acquire the cosine $-1/2$, one mixed pair has $-1/2$ and the other has 1, which gives $(-30-7.5-15+30)/135=-1/6$. The difference between the stackings is $1/2$, or $3/2$ times the like-on-like excess. At 4 Å this predicts $1.5\times0.287=0.43$ percent of the leading energy, and the full reciprocal sum gives 0.428 percent. At 10 Å the difference has fallen to about $8\times10^{-9}$ of the leading energy. In this purely attractive model the like-on-like stacking is the lower one. At contact, repulsion also depends on registry, and the model cannot decide the stacking there.

### Buckled sheets

Suppose that the atoms of a sheet have different heights $z_i$ and that the second sheet is a translated copy of the first. The vertical distance of a pair is $D+\delta_{ij}$ with $\delta_{ij}=z_j-z_i$, and $D$ is the translation. Each pair of sublattices contributes a term in $(D+\delta_{ij})^{-4}$. With

$$
(1+x)^{-4}=1-4x+10x^2-20x^3+35x^4-\dots
$$

the odd terms cancel in the sum over $i$ and $j$, because $C_{ij}$ is symmetric and $\delta_{ij}$ changes sign when the labels are exchanged. To second order,

$$
\frac EA=-\frac B{D^4}\left(1+\frac{10\langle\delta^2\rangle}{D^2}\right),
\qquad
\langle\delta^2\rangle=\frac{\sum_{ij}C_{ij}\delta_{ij}^2}{\sum_{ij}C_{ij}} .
$$

If the B atoms are raised by 0.5 Å, $\langle\delta^2\rangle=2\times30\times0.25/135=0.111$ Å². The predicted gain at 10 Å is 1.11 percent. The explicit sum gives 1.12 percent, and the fourth-order term, $35\langle\delta^4\rangle/D^4\approx0.01$ percent, accounts for the difference.

### The effect of a cutoff

Suppose that a calculation drops all pairs beyond a distance $R_c$. For $D<R_c$ the radial integral then ends at $R_c$:

$$
\frac{E_{\rm cut}}A=-B\left(\frac1{D^4}-\frac1{R_c^4}\right).
$$

The lost fraction of the energy is $(D/R_c)^4$. For $R_c=30$ Å it is 1.23 percent at 10 Å and 19.8 percent at 20 Å. The explicit sums lose 1.27 and 20.1 percent, since the atoms beyond the cutoff are discrete and the formula spreads them evenly. By the formula, keeping the loss at 10 Å to 1 percent takes a cutoff of 31.6 Å.

In this smooth estimate the missing energy per area, $-B/R_c^4$, does not depend on $D$. Energy differences between two separations below $R_c$ are then unaffected, but a binding energy referred to infinite separation is too small. A fit of an exponent to the truncated energies is also misled, because subtracting a constant from a power law steepens its apparent decay.

The explicit sums have a truncation of their own at a lateral radius of 400 Å. At $D=20$ Å it removes about $(20/400)^4=6\times10^{-6}$ of the energy, which is why the ratio to the law is printed there as 0.99999.

## Second derivation: the zero-point energy of coupled sheets

Two flat sheets at separation $D$, with $n$ atoms per area and the pair energy $-C_6/r^6$, have been found to interact with the energy per area $-B/D^4$, where $B=\pi n^2C_6/2$. The same law follows without a sum over pairs if each sheet is treated as one polarizable object. The algebra uses atomic units, in which $\hbar=1$ and the potential of a unit charge is $1/r$.

### The atom as an oscillator

Each atom carries a dipole $\mathbf p$ that oscillates with frequency $\omega_0$ and has the static polarizability $\alpha$, the same in all directions. In an electric field $\mathbf F$ it obeys

$$
\ddot{\mathbf p}=-\omega_0^2\,\mathbf p+\alpha\omega_0^2\,\mathbf F .
$$

For a constant field the equilibrium value is $\mathbf p=\alpha\mathbf F$, as the definition of $\alpha$ requires. The fields are taken to act instantaneously.

A dipole $\mathbf p'$ has the potential $-\mathbf p'\cdot\nabla(1/r)$. The field is minus the gradient of the potential, so its components are

$$
F_a=\sum_b\partial_a\partial_b\!\left(\frac1r\right)p'_b .
$$

On the line that joins two atoms, the matrix of second derivatives is diagonal. It has the element $2/r^3$ along the line and $-1/r^3$ for each of the two directions across it. Call any of these elements $\lambda$. For each direction the equations of the two atoms separate into the sum and the difference of the dipoles, with

$$
\omega^2=\omega_0^2(1\mp\alpha\lambda).
$$

The ground-state energy of coupled harmonic oscillators is half the sum of their mode frequencies. With $y=\alpha\lambda$ and $\sqrt{1\pm y}\approx1\pm y/2-y^2/8$, the change caused by the coupling is

$$
\frac{\omega_0}2\left(\sqrt{1+y}+\sqrt{1-y}-2\right)\approx-\frac{\omega_0y^2}8 .
$$

The linear terms cancel, since one mode rises by as much as the other falls. The quadratic terms remain because the square root is concave. The squares of the three elements add up to $(4+1+1)/r^6=6/r^6$, so

$$
u(r)=-\frac{\omega_0\alpha^2}8\,\frac6{r^6}=-\frac{C_6}{r^6},
\qquad C_6=\frac34\,\alpha^2\omega_0 .
$$

This supplies the pair law that the first derivation took as given, and it links $C_6$ to the properties of one atom.

### The field of a polarized sheet

Now spread the atoms of a sheet into a continuous layer with dipole per area $\mathbf P=n\mathbf p$. Let $\mathbf P$ vary along the sheet as $e^{iqx}$, with the $x$ axis along the wavevector and $z$ normal to the sheet. Different wavevectors do not mix in a uniform layer, so each can be treated alone.

The potential of a layer of charge $e^{iqx}$ at $z=0$ has the form $g(z)e^{iqx}$. Away from the layer Laplace's equation requires $g''=q^2g$, and the solution that decays on both sides is $g=c\,e^{-q|z|}$. Across the layer the slope of the potential must change by $-4\pi$. The slope of $g$ changes by $-2qc$, so $c=2\pi/q$.

The field of the dipoles follows by taking two derivatives, as for a single dipole. Above the layer, $\partial_x$ multiplies by $iq$ and $\partial_z$ by $-q$. At the second sheet, $z=D$, the components $(x,z)$ of the field are therefore

$$
\mathbf F_2=2\pi q\,e^{-qD}\,N\mathbf P_1,\qquad
N=\begin{pmatrix}-1&-i\\-i&1\end{pmatrix}.
$$

Below a layer $\partial_z$ multiplies by $+q$, which reverses the sign of the mixed elements. The field of the second sheet at the first is thus $2\pi q\,e^{-qD}N^\dagger\mathbf P_2$. Polarization along $y$ makes no field at the other sheet, because nothing varies along $y$.

The pair sum gives an attraction proportional to $D^{-4}$, and the oscillator model has supplied $C_6$ and the field that each polarized sheet makes at the other. What remains is to find the coupled modes and their zero-point energy, compare the result with the pair sum, and see where the inverse fourth power holds.
